# Why a Parallel Zeeman Gradient Leaves Pauli Spin Blockade in Place

**Q:** My double dot is stuck in Pauli spin blockade. I plan to add a micromagnet that makes the field in the left dot larger than in the right, with both fields along the applied one. The difference mixes singlet and triplet, so the blockade should lift and a steady current should flow. Is anything wrong with that?

**A:** The mixing is real, but it reaches one triplet out of three. The other two still block, and in the ideal model the steady current is still zero.

Let me fix the model. The charge cycle is \((0,1)\to(1,1)\to(0,2)\to(0,1)\). The leads are unpolarised, tunnelling conserves spin, and the one \((0,2)\) state within reach is the singlet \(|D\rangle\). With \(g>0\), the Hamiltonian is

\[
H=g\mu_B(\mathbf B_L\cdot\mathbf S_L+\mathbf B_R\cdot\mathbf S_R)+H_t+e\,|D\rangle\langle D| ,
\]

where the spins are in units of \(\hbar\), \(H_t\) is the tunnelling and \(e\) is the energy of \(|D\rangle\) above \((1,1)\) at zero field. Let both fields point along \(z\), with mean \(B\) and difference \(B_L-B_R\), and write \(E_Z=g\mu_BB\), \(\Delta=g\mu_B(B_L-B_R)\). The first arrow is the left spin, so

\[
H|{\uparrow\downarrow}\rangle=\tfrac{\Delta}{2}|{\uparrow\downarrow}\rangle+\dots,\qquad
H|{\downarrow\uparrow}\rangle=-\tfrac{\Delta}{2}|{\downarrow\uparrow}\rangle+\dots,
\]

the dots standing for tunnelling. With \(S,T_0=(\uparrow\downarrow\mp\downarrow\uparrow)/\sqrt2\), the opposite signs turn one combination into the other:

\[
\langle T_0|H|S\rangle=\Delta/2 .
\]

For the polarised pairs the two halves of the difference cancel: \(H|T_\pm\rangle=\pm E_Z|T_\pm\rangle\). Tunnelling adds nothing, because a parallel pair cannot enter one orbital.

**Q:** Could \(T_+\) not leak out at higher order, through \(T_0\)?

**A:** Not in this model. With parallel fields, \(H\) conserves total \(S_z\). \(T_+\) is the single available two-electron state with \(S_z=1\), and \(T_-\) the single one with \(S_z=-1\). There is nothing for them to mix with, however large the difference.

**Q:** Still, I have opened one exit. Why isn't the current just reduced?

**A:** Because a blocked load doesn't step aside for the next electron. A steady current needs an exit for every state that can be loaded.

Count the electrons. Emptying the singlet leaves a random spin behind, and the next electron has random spin too. Take the first spin as random as well. Each load is then an equal mixture of four states. If \(n\) of them are dark, a load freezes the device with probability \(p=n/4\); otherwise one electron passes and the cycle restarts. The probability that \(N\) electrons pass before freezing, and the mean, are

\[
P(N)=p(1-p)^N,\qquad
\langle N\rangle=\sum_N N\,p(1-p)^N=\frac{1-p}{p}=\frac{4-n}{n}.
\]

Without a field difference, \(n=3\) and \(\langle N\rangle=1/3\). With your parallel difference, \(n=2\) and \(\langle N\rangle=1\). The magnet triples the charge that passes before the freeze, yet the total stays finite, so the steady current is zero.

**Q:** How quickly does the \(T_0\) exit work? If it were slow, I might not notice it at all.

**A:** We can calculate the mean time to clear an antiparallel pair. First the tunnelling element. Write \(|\sigma\sigma'\rangle=d^\dagger_{L\sigma}d^\dagger_{R\sigma'}|0\rangle\) and \(|D\rangle=d^\dagger_{R\uparrow}d^\dagger_{R\downarrow}|0\rangle\). Moving the up electron to the left gives \(|{\uparrow\downarrow}\rangle\). Moving the down electron requires one exchange of fermion operators and gives \(-|{\downarrow\uparrow}\rangle\). Hence

\[
H_t|D\rangle=t(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)=\sqrt2\,t\,|S\rangle .
\]

Let \(a=\Delta/2\), \(b=\sqrt2\,t\), let \(\Gamma\) be the total emptying rate of \(|D\rangle\), and set \(\hbar=1\) for the moment. Imagine feeding in one antiparallel pair per unit time, half \(S\) and half \(T_0\), without coherence. In the stationary state the total population equals the mean dwell time \(\tau\), and everything fed in must leave, so \(\Gamma p_D=1\).

Write \(\rho_{TS}=x+iy\), \(\rho_{SD}=u+iv\), with \(T\) for \(T_0\). The populations of \(T_0\) and \(D\) obey

\[
0=-2ay+\tfrac12,\qquad 0=2bv-\Gamma p_D ,
\]

so \(y=1/(4a)\) and \(v=1/(2b)\). The three coherences obey

\[
\begin{aligned}
0&=-i[a(p_S-p_T)-b\rho_{TD}],\\
0&=-i[a\rho_{SD}-b\rho_{TS}-e\rho_{TD}]-\tfrac{\Gamma}{2}\rho_{TD},\\
0&=-i[a\rho_{TD}+bp_D-bp_S-e\rho_{SD}]-\tfrac{\Gamma}{2}\rho_{SD}.
\end{aligned}
\]

The first says that \(\rho_{TD}=a(p_S-p_T)/b\), which is real. The real part of the second then gives

\[
\rho_{TD}=\frac{2}{\Gamma}(av-by)=\frac1\Gamma\left(\frac ab-\frac{b}{2a}\right),
\qquad
p_S-p_T=\frac1\Gamma\left(1-\frac{b^2}{2a^2}\right).
\]

The real part of the third gives \(u=-2ev/\Gamma\). Its imaginary part is \(bp_S=a\rho_{TD}+bp_D-eu+\Gamma v/2\). Inserting what we know and dividing by \(b\),

\[
p_S=\frac1\Gamma\left[\frac{a^2}{b^2}+\frac12+\frac{4e^2+\Gamma^2}{4b^2}\right].
\]

Now \(\tau=p_S+p_T+p_D=2p_S-(p_S-p_T)+1/\Gamma\). Restoring \(\hbar\), \(a\) and \(b\),

\[
\tau=\frac1\Gamma\left[1+\frac{\Delta^2}{4t^2}+\frac{4t^2}{\Delta^2}
+\frac{4e^2+(\hbar\Gamma)^2}{4t^2}\right].
\]

As \(\Delta\to0\) the third term diverges: \(T_0\) becomes a blocked state again. For large \(\Delta\) the second term grows, because the field difference moves the two antiparallel states apart in energy, so that at most one of them can be close to resonance with \(|D\rangle\). With \(t\), \(e\) and \(\Gamma\) fixed, the sum \(x+1/x\) with \(x=\Delta^2/4t^2\) is smallest at \(x=1\), so clearing is fastest at \(|\Delta|=2t\). The mean field does not enter.

**Q:** Put in numbers for a silicon device.

**A:** Take \(g=2\), a mean field of 200 mT, a parallel difference of 10 mT, \(t=1\) µeV, \(e=0\), and loading and emptying rates of 1 per ns. Then \(\Delta=1.158\) µeV and \(\hbar\Gamma=0.658\) µeV, so

\[
\tau=(1+0.335+2.984+0.108)\ \text{ns}=4.43\ \text{ns}.
\]

At a difference of 1 mT it is 300 ns; the fastest value, 3.11 ns, occurs at 17.3 mT.

If every load cleared in this way, one electron would pass per \(1+4.43\) ns, a current of 29.5 pA. What happens instead is a short pulse. Averaged over many runs that start from \((0,1)\), the current is 11.9 pA at 5 ns, 0.156 pA at 50 ns and about \(3\times10^{-7}\) pA at 200 ns. A numerical solution of the full density-matrix equation gives a mean transferred charge of 1.0000 electron, and a probability of 0.5000 that none passes, as the counting argument requires.

**Q:** Then I chose the wrong direction. A difference perpendicular to the applied field couples \(T_\pm\) to the singlet, so that must lift the blockade.

**A:** It opens those two exits and closes the one you had. Let \(\mathbf B\) be the mean field and \(\mathbf D=\mathbf B_L-\mathbf B_R\). The Zeeman part is

\[
H_Z=g\mu_B\left[\mathbf B\cdot\mathbf J+\tfrac12\mathbf D\cdot\mathbf V\right],\qquad
\mathbf J=\mathbf S_L+\mathbf S_R,\quad \mathbf V=\mathbf S_L-\mathbf S_R .
\]

Use the triplets \(|k\rangle=V_k|S\rangle\), \(k=x,y,z\). They are orthonormal: in the singlet \(\langle S_{Lj}S_{Rk}\rangle=-\delta_{jk}/4\), so \(\langle S|V_jV_k|S\rangle=\tfrac12\delta_{jk}+\tfrac12\delta_{jk}\). Since \(\mathbf J|S\rangle=0\) and \(\mathbf V\) is a vector operator,

\[
J_j|k\rangle=[J_j,V_k]|S\rangle=i\epsilon_{jkl}|l\rangle .
\]

A triplet \(\sum_k d_k|k\rangle\) is therefore carried by \(\mathbf B\cdot\mathbf J\) into the triplet with vector \(i\mathbf B\times\mathbf d\). The operator \(\mathbf V\) is odd under exchange of the spins, so it takes triplets to the singlet, with amplitude \(\tfrac12g\mu_B\mathbf D\cdot\mathbf d\). An energy eigenstate that never decays has no \(|D\rangle\) component. It then has no \(S\) component either, since \(S\) would feed \(|D\rangle\). So the dark states are the triplets with

\[
i\mathbf B\times\mathbf d=\lambda\mathbf d,\qquad \mathbf D\cdot\mathbf d=0 .
\]

For \(\mathbf B\neq0\) the first condition has three solutions: \(\mathbf d\parallel\mathbf B\), which is \(T_0\) along the mean field, and two circular vectors perpendicular to \(\mathbf B\), which are \(T_\pm\). The second condition selects among them:

- \(\mathbf D=0\): all three are dark.
- \(\mathbf D\parallel\mathbf B\): \(T_+\) and \(T_-\) are dark.
- \(\mathbf D\perp\mathbf B\): \(T_0\) is dark.
- \(\mathbf D\) oblique to \(\mathbf B\): none is dark.

At \(\mathbf B=0\) with \(\mathbf D\neq0\), any \(\mathbf d\) meets the first condition, and those perpendicular to \(\mathbf D\) form a two-dimensional dark space.

The perpendicular case has \(n=1\), so on average three electrons pass before the device freezes. Since \(B_L^2-B_R^2=2\mathbf B\cdot\mathbf D\), this is the case of two fields with equal magnitudes and different directions. Numerical integration at a mean field of 10 mT gives 0.3333, 1.0000 and 3.0000 electrons for zero, parallel and perpendicular differences.

**Q:** So I need both components. If I add 10 mT across the field to my 10 mT along it, do I get my picoamperes?

**A:** Not at 200 mT. No state is dark any more, but \(T_\pm\) are far off resonance. Let \(D_x\) be the transverse difference. The vectors for \(T_\pm\) have \(|d_x|=1/\sqrt2\), so their coupling to the singlet is

\[
c=\frac{g\mu_B|D_x|}{2\sqrt2},
\]

which is 0.409 µeV here, against \(E_Z=23.15\) µeV.

To leading order in \(c\), a state of energy \(E\) coupled to \(S\) acquires the complex shift \(c^2G_S(E)\), and its decay rate is \(W=-(2c^2/\hbar)\,\mathrm{Im}\,G_S(E)\). The response \(G_S\) follows from eliminating the amplitudes of \(T_0\) and \(D\), which obey \(E\,\psi_T=(\Delta/2)\psi_S\) and \((E-e+i\hbar\Gamma/2)\psi_D=\sqrt2\,t\,\psi_S\):

\[
G_S(E)=\left[E-\frac{\Delta^2}{4E}-\frac{2t^2}{E-e+i\hbar\Gamma/2}\right]^{-1},
\qquad E=\pm E_Z .
\]

For \(e=0\) and \(E_Z\) much larger than \(\Delta\), \(t\) and \(\hbar\Gamma\), the last term has imaginary part \(+t^2\hbar\Gamma/E_Z^2\) inside the bracket. Inverting gives \(-\mathrm{Im}\,G_S\approx t^2\hbar\Gamma/E_Z^4\), and so

\[
W_\pm\approx\frac{2c^2t^2\Gamma}{E_Z^4}
=\frac{(g\mu_BD_x)^2t^2}{4E_Z^4}\,\Gamma .
\]

The inverse fourth power of the mean field is severe. The unexpanded expression gives 1176 per second for each polarised triplet.

**Q:** And the current that follows from such a rate?

**A:** Let \(T_\pm\) escape at slow rates \(w_\pm\), each escape ending with one electron delivered and a random spin left behind. A quarter of the loads wait \(1/w_+\), a quarter wait \(1/w_-\), and the rest clear in nanoseconds, which we neglect. With \(q\) the elementary charge,

\[
I=\frac{q}{\frac14\left(\frac1{w_+}+\frac1{w_-}\right)}=\frac{4q\,w_+w_-}{w_++w_-}.
\]

For equal rates this is \(2qw\), or \(2\times1.602\times10^{-19}\ \text{C}\times1176\ \text{s}^{-1}=0.38\) fA. The full steady-state solution gives 0.376 fA. With the same difference held fixed, it gives 0.107 pA at a mean field of 50 mT and 22.6 pA at 10 mT. There the Zeeman energy is comparable with the couplings, and the blockade is lifted in a practical sense.

**Q:** Couldn't I stay at 200 mT and tune \(|D\rangle\) into resonance with \(T_+\)?

**A:** That halves the current. Setting \(e=E_Z\) raises the escape rate of \(T_+\) to \(5.4\times10^6\) per second. But \(|D\rangle\) is now \(2E_Z\) away from \(T_-\) instead of \(E_Z\). The imaginary part in the bracket falls by about four, and the escape rate of \(T_-\) drops to 293 per second. The device waits in \(T_-\), so \(I\approx4qW_-=0.19\) fA, as the full solution also gives. It is the same error as at the start: one fast exit doesn't help while another loaded state lacks one.

**Q:** With my purely parallel magnet, would a real device show zero?

**A:** No, because real devices break the ideal assumptions. I can estimate several leaks for the 200 mT example at 100 mK, where \(k_BT=8.62\) µeV.

The largest for \(T_+\) is spin-flip cotunnelling: a dot electron is exchanged with a lead electron of opposite spin. Let adding or removing an electron cost \(U_c=500\) µeV, and let \(\gamma=\Gamma/2\) be the lead rate per spin. With a lead coupling \(v_\ell\) and density of states \(\nu\), \(\hbar\gamma=2\pi|v_\ell|^2\nu\), and the second-order amplitude is \(2|v_\ell|^2/U_c\). The golden rule gives, for each dot,

\[
w_{\rm cot}=\frac{2\pi}{\hbar}\nu^2\left(\frac{2|v_\ell|^2}{U_c}\right)^2F
=\frac{1}{2\pi\hbar}\left(\frac{2\hbar\gamma}{U_c}\right)^2F,\qquad
F=\frac{\epsilon}{e^{\epsilon/k_BT}-1}.
\]

Here \(\epsilon\) is the energy gained by the spin, and \(F\) is the integral over filled initial and empty final lead states. For \(T_+\), \(\epsilon=-E_Z\); for \(T_-\), \(\epsilon=+E_Z\), which the lead must supply. The two dots together give 20,822 and 1418 per second. Taking one charge cost for all lead electrons and one Zeeman energy for both dots makes these sums wrong by about 5% if \(U_c\) is counted from the polarised state, and by under 1% if it is counted at zero field.

Next, the \((0,2)\) triplet is not infinitely far away. In silicon it lies higher by roughly the valley splitting, here 500 µeV. If its tunnel coupling is also \(t\), a polarised pair has a weight \((t/500\ \text{µeV})^2=4\times10^{-6}\) in it, and leaves at \(4\times10^{-6}\,\Gamma=4000\) per second. This assumes a right lead low enough to accept an electron even when the one left behind is in the upper valley; otherwise the rate is half as large. At \(e=0\), adding an electron to the right dot costs the height of the singlet level above the lead plus the interdot charging energy \(U_m\), so a lead that low makes this cost larger than 500 µeV. With a cost of exactly 500 µeV the rate is 2000 per second, and the current below falls to about 2 fA.

The other terms in the sums are small. A stray transverse difference of 1 mT gives 12 per second, and a nuclear difference of roughly 0.05 mT gives 0.03. An assumed downward relaxation rate of 10 per second per spin adds 20 for \(T_+\) and about 1 for \(T_-\). Thermal activation over the charge cost carries a factor of \(6\times10^{-26}\).

The sums are 24,854 per second for \(T_+\) and 5431 for \(T_-\), so

\[
I\approx4q\,\frac{24\,854\times5431}{24\,854+5431}\ \text{s}^{-1}=2.9\ \text{fA},
\]

about \(10^{-4}\) of the 29.5 pA for full clearing. Read this as an order of magnitude: passage through the \((0,2)\) triplet leaves a polarised spin behind, not the random one that the current formula assumes, which lowers the result by about a tenth. The sums also omit a path in which the right electron leaves virtually to its lead and the left one hops across. It ends in the same states as passage through the \((0,2)\) triplet, so the two amplitudes interfere. With a charge cost of 500 µeV and couplings of equal size, the two paths together can give anything from almost nothing to roughly \(10^4\) per second in place of the 4000, depending on the phases and on the level of the right lead. One more path is left out. If \(U_m\) is below 500 µeV, as these charge costs require, the left lead can reach \((1,2)\) through a virtual \((2,1)\) state, at roughly 500 to 2000 per second. That is comparable with the cotunnelling rate of \(T_-\) and adds some tenths of a femtoampere. The current then lies between about 1 and 6 fA.

**Q:** How far should I trust that for my own sample?

**A:** The parameters suit a silicon MOS double dot with a micromagnet, as rough values: \(g\) near 2, field differences of some millitesla to tens of millitesla, and a valley splitting of some hundreds of µeV. The charge cost suits it less well: 500 µeV both to add and to remove an electron means a charging energy of only 1 meV, while few-electron MOS dots have several meV or more. With 10 meV, an interdot charging energy of 1.5 meV and the left lead still 500 µeV above its level, cotunnelling is about six times weaker, the interfering path and the \((1,2)\) path hardly matter, and the leakage is about 1 to 2 fA. The assumption most exposed is the distant \((0,2)\) triplet. In Si/SiGe dots the valley splitting is often smaller; at 100 µeV, with all else fixed, that escape rate rises 25-fold to \(10^5\) per second, and by itself carries \(2qw\approx32\) fA. This assumes that electrons load only into the lower valley of the left dot. With a charge cost of 500 µeV the left lead can fill the upper valley too, and if polarised pairs loaded there clear quickly, the current can be about twice as large. A real micromagnet also tends to have a transverse difference, but even 10 mT of it adds only about 1200 per second at 200 mT and \(e=0\). I have not estimated spin-orbit tunnelling, which flips spins during the hop and can matter greatly in materials where that coupling is strong.

**Q:** Then what is my parallel difference good for?

**A:** In this example it separates two time scales. Antiparallel pairs clear in about 4 ns at \(e=0\), or about 13 ns if charge noise shifts \(e\) by 3 µeV, while \(T_+\) and \(T_-\) last about 40 µs and 180 µs, the inverses of the total escape rates. The second figure is the less certain: the paths left out of the sums can put it anywhere from about 70 µs to several hundred µs. Suppose you switch off the loading once a pair is in place, so that no new electron enters after the pair clears. If this is done by decoupling the left lead, half of the cotunnelling goes too, and the two lifetimes become about 70 µs and 210 µs. A charge measurement made after antiparallel pairs have cleared, but well before parallel ones escape, then tells whether the two spins were antiparallel or parallel. With the loading left on, the dot refills within about a nanosecond and soon freezes in \(T_+\) or \(T_-\), whatever the first pair was. Even with the loading off, the measurement doesn't tell \(S\) from \(T_0\), because both have left. For a sizeable steady current from the magnet you need a difference with components both along and across the mean field, and a mean Zeeman energy that isn't large compared with the couplings. The numerical output gives the individual rates and currents.

## Computed results

```
g factor: 2.0; mean field: 200 mT
parallel field difference: 10 mT
tunnel coupling: 1.0 ueV; S(0,2) offset: 0 ueV
loading, emptying rates: 1.0, 1.0 per ns
hbar*emptying rate: 0.6582 ueV
temperature: 100 mK; kT: 8.617 ueV
Zeeman energy: 23.154 ueV
Zeeman difference Delta: 1.1577 ueV
S-T0 element, parallel: 0.5788 ueV
S-T+ element, same difference transverse: 0.4093 ueV
Geometry (10 mT scale): dark states, mean electrons passed
  no difference: 3, 0.3333
  parallel: 2, 1.0000
  perpendicular: 1, 3.0000
  zero mean field: 2, 1.0000
  oblique: 0, unlimited
example, mean electrons before freezing: 1.0000
example, probability that none passes: 0.5000
  mean current at 5 ns: 11.9 pA
  mean current at 50 ns: 0.156 pA
  mean current at 200 ns: 3.15e-07 pA
clearing time of antiparallel pair: 4.428 ns
clearing time at 1 mT difference: 299.6 ns
fastest clearing: 3.108 ns at 17.28 mT
current if every load cleared so: 29.52 pA
Oblique difference, 10 mT along and 10 mT across:
  mean field 200 mT: 0.000376 pA
  mean field 50 mT: 0.107 pA
  mean field 10 mT: 22.6 pA
  200 mT escape T+, T-: 1176, 1176 per s
  S(0,2) resonant with T+: 0.000187 pA
  then escape T+: 5.4e+06 per s
  then escape T-: 293 per s
Effects left out of the ideal model (example):
  charge cost: 500 ueV; valley: 500 ueV
  cotunnelling from T+: 20822 per s
  cotunnelling from T-: 1418 per s
  cotunnelling current alone: 0.851 fA
  escape through (0,2) triplet: 4000 per s
  stray transverse 1 mT, T+: 11.8 per s
  nuclear 0.05 mT, T+: 0.029 per s
  relaxation per spin down: 10 per s
  relaxation per spin up: 0.68 per s
  thermal factor exp(-cost/kT): 6.3e-26
  total escape T+: 24854 per s
  total escape T-: 5431 per s
  total leakage current: 2.86 fA
  leakage / cleared current: 9.68e-05
```
